# The Ovchinnikov rule and singlet-triplet gaps of TMM, TME and m-xylylene: verification in Python

```python
# Result under test: on a connected bipartite graph (sublattice sizes nA >= nB) the lowest
# state with Sz = M of the antiferromagnetic Heisenberg model H = sum J s_i.s_j and of the
# half-filled Hubbard model H = -sum t (c+c + h.c.) + U sum n_up n_dn (U > 0) is unique with
# spin max(M, S0), S0 = (nA-nB)/2. Graphs: trimethylenemethane (TMM), tetramethyleneethane
# (TME), m-xylylene (MX). Delta = E(S=0) - E(S=1). a, b: Hueckel zero modes,
# K = U sum a^2 b^2, Jaa = U sum a^4. W: coefficient matrix of up x down configurations.
# Tests run with J = 1 or t = 1; the example is scaled to eV.
import itertools
from functools import lru_cache
import numpy as np
from scipy import sparse, constants
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh, eigvalsh, null_space
from scipy.optimize import brentq

rng = np.random.default_rng(1)
ring = [(i, (i + 1) % 6) for i in range(6)]
graphs = {"TMM": (4, [(0, 1), (0, 2), (0, 3)]),
          "TME": (6, [(0, 1), (0, 2), (0, 3), (1, 4), (1, 5)]),  # first bond is central
          "MX": (8, ring + [(0, 6), (2, 7)])}

def colouring(L, bonds):
    c = {0: 0}
    while len(c) < L:
        for i, j in bonds:
            if i in c and j not in c: c[j] = 1 - c[i]
            if j in c and i not in c: c[i] = 1 - c[j]
    assert all(c[i] != c[j] for i, j in bonds)
    c = np.array([c[i] for i in range(L)])
    return c if 2 * c.sum() <= L else 1 - c   # 0 = majority A, 1 = minority B

@lru_cache(None)
def configs(L, n):
    return [sum(1 << i for i in s) for s in itertools.combinations(range(L), n)]

@lru_cache(None)
def occ(L, n):
    return np.array([[(s >> i) & 1 for i in range(L)] for s in configs(L, n)], float)

@lru_cache(None)
def creators(L, n, fermion):
    index = {s: k for k, s in enumerate(configs(L, n + 1))}
    out = []
    for x in range(L):
        m = sparse.lil_matrix((len(index), len(configs(L, n))))
        for k, s in enumerate(configs(L, n)):
            if not (s >> x) & 1:
                m[index[s | 1 << x], k] = (-1) ** bin(s & ((1 << x) - 1)).count("1") if fermion else 1
        out.append(m.tocsr())
    return out

def hop(L, n, bonds, w, fermion):
    d = len(configs(L, n))
    h = sparse.csr_matrix((d, d))
    if n > 0:
        C = creators(L, n - 1, fermion)
        for (i, j), x in zip(bonds, w):
            h = h + x * (C[i] @ C[j].T + C[j] @ C[i].T)
    return h

def heis(L, bonds, J, M):
    n = L // 2 + M
    z = occ(L, n) - 0.5
    return 0.5 * hop(L, n, bonds, J, False).toarray() + np.diag(
        sum(x * z[:, i] * z[:, j] for (i, j), x in zip(bonds, J)))

@lru_cache(None)
def heis_raise(L, M):
    n = L // 2 + M
    return None if n == L else sum(creators(L, n, False))

def hub(L, bonds, t, U, nu, nd, shift=0.0):
    Ku, Kd = -hop(L, nu, bonds, t, True), -hop(L, nd, bonds, t, True)
    D = ((occ(L, nu) - shift) @ (occ(L, nd) - shift).T).ravel()
    return (sparse.kron(Ku, sparse.identity(Kd.shape[0])) + sparse.kron(sparse.identity(Ku.shape[0]), Kd)
            + U * sparse.diags(D)).tocsr()

@lru_cache(None)
def hub_raise(L, M):
    nu, nd = L // 2 + M, L // 2 - M
    if nd == 0: return None
    return sum(sparse.kron(cu, cd.T) for cu, cd in
               zip(creators(L, nu, True), creators(L, nd - 1, True))).tocsr()

@lru_cache(None)
def highest_weight(kind, L, S):
    R = heis_raise(L, S) if kind == "heis" else hub_raise(L, S)
    return np.eye(1) if R is None else null_space(R.toarray())

def spin(v, R, M):
    s2 = M * (M + 1) + (0.0 if R is None else np.sum((R @ v) ** 2))
    return (-1 + np.sqrt(1 + 4 * s2)) / 2

def lanczos(H, k=1, tol=1e-9):
    e, v = eigsh(H, k=k, which="SA", ncv=40, tol=tol, maxiter=20000, v0=rng.standard_normal(H.shape[0]))
    o = np.argsort(e)
    return e[o], v[:, o]

def heis_levels(L, bonds, J, S):
    N = highest_weight("heis", L, S)
    return eigvalsh(N.T @ heis(L, bonds, J, S) @ N)

def hub_levels(L, bonds, t, U, S, k=1):
    H = hub(L, bonds, t, U, L // 2 + S, L // 2 - S)
    if H.shape[0] <= 400:
        N = highest_weight("hub", L, S)
        return eigvalsh(N.T @ (H @ N))[:k]
    R = hub_raise(L, S)   # penalty lifts every state of spin above S
    e, v = lanczos((H + min(1.0, 4.0 / U) * (R.T @ R)).tocsr(), k)
    assert np.abs(R @ v).max() < 1e-5
    return e

def check_order(E, S0):
    for M in range(len(E) - 1):
        assert abs(E[M + 1] - E[M]) < 1e-7 if M < S0 else E[M + 1] > E[M] + 1e-6

def check_heis(L, bonds, J, colour, S0):
    E = []
    for M in range(L // 2 + 1):
        e, v = eigh(heis(L, bonds, J, M))
        assert len(e) == 1 or e[1] - e[0] > 1e-6
        g = v[:, 0] * (-1) ** (occ(L, L // 2 + M) @ colour)
        assert (g * np.sign(g[0])).min() > 1e-9          # Marshall positivity
        assert abs(spin(v[:, 0], heis_raise(L, M), M) - max(M, S0)) < 1e-8
        E.append(e[0])
    check_order(E, S0)
    return E

def check_hub(L, bonds, t, U, S0):
    E = []
    for M in range(L // 2 + 1):
        H = hub(L, bonds, t, U, L // 2 + M, L // 2 - M)
        if H.shape[0] <= 800:
            e, v = eigh(H.toarray(), subset_by_index=[0, min(1, H.shape[0] - 1)])
            assert len(e) == 1 or e[1] - e[0] > 1e-6
        else:   # two random starts reach the same vector only if the level is single
            e, v = lanczos(H)
            assert 1 - abs(v[:, 0] @ lanczos(H)[1][:, 0]) < 1e-8
        assert abs(spin(v[:, 0], hub_raise(L, M), M) - max(M, S0)) < 1e-6
        E.append(e[0])
    check_order(E, S0)

zero_modes = {"TMM": ([0, 2, -1, -1], [0, 0, 1, -1]),
              "TME": ([0, 0, 1, -1, 0, 0], [0, 0, 0, 0, 1, -1]),
              "MX": ([0, 1, 0, 0, 0, 0, -1, -1], [0, 0, 0, 1, 0, -1, 1, -1])}
t_eV, U_list, J_eV = 2.5, (5.0, 25.0), 1.0
kcal = constants.e * constants.N_A / constants.calorie / 1000
print(f"inputs: t = {t_eV} eV, U = {U_list[0]} and {U_list[1]} eV, J = {J_eV} eV")
print(f"4t^2/U at U = {U_list[1]} eV: {4 * t_eV**2 / U_list[1]:.4f} eV; 1 eV = {kcal:.4f} kcal/mol")
weak = {}
for name, (L, bonds) in graphs.items():
    one = np.ones(len(bonds))
    colour = colouring(L, bonds)
    nB = int(colour.sum()); nA = L - nB; S0 = (nA - nB) // 2
    check_heis(L, bonds, one, colour, S0)
    check_heis(L, bonds, rng.uniform(0.3, 1.7, len(bonds)), colour, S0)
    full = [(i, j) for i in range(L) for j in range(L) if colour[i] == 0 and colour[j] == 1]
    for M, e in enumerate(check_heis(L, full, np.ones(len(full)), colour, S0)):
        S, SA, SB = max(M, S0), nA / 2, nB / 2
        assert abs(e - 0.5 * (S * (S + 1) - SA * (SA + 1) - SB * (SB + 1))) < 1e-10
    for U in (0.5, 2.0, 8.0, 20.0):
        check_hub(L, bonds, one, U, S0)
    check_hub(L, bonds, rng.uniform(0.6, 1.4, len(bonds)) * rng.choice([-1, 1], len(bonds)), 3.0, S0)
    # particle-hole map and definiteness of W
    for M in (0, 1):
        n = L // 2 + M
        Hr, Ha = hub(L, bonds, one, 6.0, n, L - n, 0.5), hub(L, bonds, one, -6.0, n, n, 0.5)
        if Ha.shape[0] <= 400:
            ea, va = eigh(Ha.toarray())
            assert np.abs(ea - eigvalsh(Hr.toarray())).max() < 1e-10
        else:
            ea, va = lanczos(Ha, tol=1e-12)
            assert abs(ea[0] - lanczos(Hr)[0][0]) < 1e-8
        d = len(configs(L, n))
        W = va[:, 0].reshape(d, d); W = W * np.sign(np.trace(W))
        assert np.abs(W - W.T).max() < 1e-8 and eigvalsh(W).min() > 1e-8
        X = rng.standard_normal((d, d)); X = X + X.T
        w, q = eigh(X); Xabs = (q * np.abs(w)) @ q.T
        for H, sign in ((Ha, 1), (hub(L, bonds, one, 6.0, n, n, 0.5), -1)):
            drop = X.ravel() @ (H @ X.ravel()) - Xabs.ravel() @ (H @ Xabs.ravel())
            assert sign * drop > 1e-6     # |W| lowers the energy only for attraction
    # Hueckel level, core density, first order in U
    h = -hop(L, 1, bonds, one, True).toarray()
    eps, mo = eigh(h)
    nullity = int((np.abs(eps) < 1e-10).sum())
    a, b = (np.array(x, float) / np.linalg.norm(x) for x in zero_modes[name])
    assert nullity == 2 and np.abs(h @ a).max() < 1e-12 and np.abs(h @ b).max() < 1e-12 and abs(a @ b) < 1e-12
    assert np.abs((mo[:, eps < -1e-8] ** 2).sum(1) - (1 - a**2 - b**2) / 2).max() < 1e-12
    K, Jaa, Jbb = a**2 @ b**2, a**2 @ a**2, b**2 @ b**2
    predicted = np.sort([2 * K, (Jaa + Jbb) / 2 - K, (Jaa + Jbb) / 2 + K])
    slope = [(hub_levels(L, bonds, one, U, 0, 3) - hub_levels(L, bonds, one, U, 1)[0]) / U for U in (0.02, 0.04)]
    exact = 2 * slope[0] - slope[1]
    assert np.abs(exact - predicted).max() < 1e-3
    weak[name] = predicted[0] * U_list[0]
    print(f"{name}: nA = {nA}, nB = {nB}, S0 = {S0}, zero modes = {nullity}")
    print(f"{name}: Hueckel levels/t = " + " ".join(f"{x + 0.0:.3f}" for x in np.round(eps, 8)))
    print(f"{name}: K/U = {K:.4f}, Jaa/U = {Jaa:.4f}, Jbb/U = {Jbb:.4f}")
    print(f"{name}: singlets above triplet /U: formula {np.round(predicted, 4)}, exact {np.round(exact, 4) + 0.0}")
    if name == "TME":   # second order in U
        total = sum((a**2 @ (mo[:, i] * mo[:, r])) * (b**2 @ (mo[:, i] * mo[:, r])) / (eps[r] - eps[i])
                    for i in range(L) if eps[i] < -1e-8 for r in range(L) if eps[r] > 1e-8)
        c2 = [(hub_levels(L, bonds, one, U, 0)[0] - hub_levels(L, bonds, one, U, 1)[0]) / U**2 for U in (0.01, 0.02)]
        c2 = 2 * c2[0] - c2[1]
        assert abs(4 * total + 11 / 432) < 1e-12 and abs(c2 - 4 * total) < 3e-5
        weak[name] = 4 * total * U_list[0] ** 2 / t_eV
        print(f"TME: sum A B/(er-ei) = {total:.6f} 1/t; Delta t/U^2: formula {4 * total:.6f}, exact {c2:.6f}")
    # large-U limit, extrapolated in 1/U^2
    U1 = 30.0 if L == 8 else 200.0
    lim = []
    for S in (0, 1):
        f = [hub_levels(L, bonds, one, U, S)[0] * U / 4 for U in (U1, 2 * U1)]
        lim.append((4 * f[1] - f[0]) / 3 + len(bonds) / 4)
        assert abs(lim[-1] - heis_levels(L, bonds, one, S)[0]) < 1e-3
    print(f"{name}: large-U limit of Delta U/(4t^2) = {lim[0] - lim[1]:.4f}")

# the particle-hole map fails on a graph with a triangle
tri = [(0, 1), (1, 2), (2, 0), (0, 3)]
assert np.abs(eigvalsh(hub(4, tri, np.ones(4), 6.0, 2, 2, 0.5).toarray())
              - eigvalsh(hub(4, tri, np.ones(4), -6.0, 2, 2, 0.5).toarray())).max() > 1e-2

# TMM closed forms and frustration
L, bonds = graphs["TMM"]
for S, ref in ((0, [-0.75, -0.75]), (1, [-1.25, 0.25, 0.25]), (2, [0.75])):
    assert np.abs(heis_levels(L, bonds, np.ones(3), S) - ref).max() < 1e-12
fr = bonds + [(1, 2), (2, 3), (1, 3)]
def delta_frustrated(j2):
    J = [1, 1, 1, j2, j2, j2]
    return heis_levels(4, fr, J, 0)[0] - heis_levels(4, fr, J, 1)[0]
crossing = brentq(delta_frustrated, 0.0, 0.9, xtol=1e-13)
assert abs(crossing - 1 / 3) < 1e-9 and abs(delta_frustrated(0.5) + 0.25) < 1e-12
print(f"TMM: singlet falls below triplet at J2/J = {crossing:.6f}")

# TME closed forms, weak central bond, twist
L, bonds = graphs["TME"]
e0, e1 = heis_levels(L, bonds, np.ones(5), 0), heis_levels(L, bonds, np.ones(5), 1)
roots = np.sort(np.roots([2, -1, -4, 1]).real)
assert abs(e0[0] + 0.75 + np.sqrt(2)) < 1e-12 and abs(e0[-1] + 0.75 - np.sqrt(2)) < 1e-12
assert abs(e1[0] - roots[0] + 0.75) < 1e-12 and abs(e1[1] + 1.25) < 1e-12
for x in list(roots - 0.75) + [-0.25]:
    assert np.abs(e1 - x).min() < 1e-12
print("TME: roots u of the triplet cubic = " + " ".join(f"{x:.5f}" for x in roots))
Jw = [1e-3, 1, 1, 1, 1]
weak_slope = (heis_levels(L, bonds, Jw, 0)[0] - heis_levels(L, bonds, Jw, 1)[0]) / 1e-3
assert abs(weak_slope + 1 / 9) < 1e-4
print(f"TME: Delta/J' for J' = 0.001 J: {weak_slope:.5f}")
def delta_twist(c):
    t = [c, 1, 1, 1, 1]; u = U_list[0] / t_eV
    return t_eV * (hub_levels(L, bonds, t, u, 0)[0] - hub_levels(L, bonds, t, u, 1)[0])
assert all(delta_twist(np.cos(np.radians(x))) < -1e-6 for x in (0, 30, 60, 85))
assert abs(delta_twist(0.0)) < 1e-10
print(f"TME: U = {U_list[0]} eV, twist 60 deg: Delta = {delta_twist(np.cos(np.radians(60))):.4f} eV")
print(f"TME: U = {U_list[0]} eV, twist 90 deg: |Delta| = {abs(delta_twist(0.0)):.4f} eV")

# control: para substitution balances the sublattices
para = ring + [(0, 6), (3, 7)]
cp = colouring(8, para)
Ep = check_heis(8, para, np.ones(8), cp, 0)
print(f"p-xylylene control: nB = {cp.sum()} of 8, Heisenberg Delta = {J_eV * (Ep[0] - Ep[1]):.4f} eV")

# worked example
for name, (L, bonds) in graphs.items():
    one = np.ones(len(bonds))
    sign = -1 if name == "TME" else 1
    rows = [(f"Heisenberg J = {J_eV} eV", [J_eV * heis_levels(L, bonds, one, S)[0] for S in (0, 1)])]
    rows += [(f"Hubbard U = {U} eV", [t_eV * hub_levels(L, bonds, one, U / t_eV, S)[0] for S in (0, 1)])
             for U in U_list]
    for label, (es, et) in rows:
        assert sign * (es - et) > 0
        print(f"{name} {label}: E0 = {es:.4f}, E1 = {et:.4f}, Delta = {es - et:.4f} eV = {(es - et) * kcal:.2f} kcal/mol")
    print(f"{name} leading weak-U estimate at U = {U_list[0]} eV: Delta = {weak[name]:.4f} eV")
print("verified")
```

It prints:

```
inputs: t = 2.5 eV, U = 5.0 and 25.0 eV, J = 1.0 eV
4t^2/U at U = 25.0 eV: 1.0000 eV; 1 eV = 23.0605 kcal/mol
TMM: nA = 3, nB = 1, S0 = 1, zero modes = 2
TMM: Hueckel levels/t = -1.732 0.000 0.000 1.732
TMM: K/U = 0.1667, Jaa/U = 0.5000, Jbb/U = 0.5000
TMM: singlets above triplet /U: formula [0.3333 0.3333 0.6667], exact [0.3333 0.3333 0.6667]
TMM: large-U limit of Delta U/(4t^2) = 0.5000
TME: nA = 3, nB = 3, S0 = 0, zero modes = 2
TME: Hueckel levels/t = -2.000 -1.000 0.000 0.000 1.000 2.000
TME: K/U = 0.0000, Jaa/U = 0.5000, Jbb/U = 0.5000
TME: singlets above triplet /U: formula [0.  0.5 0.5], exact [0.  0.5 0.5]
TME: sum A B/(er-ei) = -0.006366 1/t; Delta t/U^2: formula -0.025463, exact -0.025463
TME: large-U limit of Delta U/(4t^2) = -0.1011
MX: nA = 5, nB = 3, S0 = 1, zero modes = 2
MX: Hueckel levels/t = -2.175 -1.414 -1.126 0.000 0.000 1.126 1.414 2.175
MX: K/U = 0.1667, Jaa/U = 0.3333, Jbb/U = 0.2500
MX: singlets above triplet /U: formula [0.125  0.3333 0.4583], exact [0.125  0.3333 0.4583]
MX: large-U limit of Delta U/(4t^2) = 0.3593
TMM: singlet falls below triplet at J2/J = 0.333333
TME: roots u of the triplet cubic = -1.31310 0.24243 1.57067
TME: Delta/J' for J' = 0.001 J: -0.11111
TME: U = 5.0 eV, twist 60 deg: Delta = -0.0275 eV
TME: U = 5.0 eV, twist 90 deg: |Delta| = 0.0000 eV
p-xylylene control: nB = 4 of 8, Heisenberg Delta = -0.3640 eV
TMM Heisenberg J = 1.0 eV: E0 = -0.7500, E1 = -1.2500, Delta = 0.5000 eV = 11.53 kcal/mol
TMM Hubbard U = 5.0 eV: E0 = -5.0000, E1 = -5.8504, Delta = 0.8504 eV = 19.61 kcal/mol
TMM Hubbard U = 25.0 eV: E0 = -1.4575, E1 = -1.9235, Delta = 0.4659 eV = 10.74 kcal/mol
TMM leading weak-U estimate at U = 5.0 eV: Delta = 1.6667 eV
TME Heisenberg J = 1.0 eV: E0 = -2.1642, E1 = -2.0631, Delta = -0.1011 eV = -2.33 kcal/mol
TME Hubbard U = 5.0 eV: E0 = -9.9879, E1 = -9.8922, Delta = -0.0957 eV = -2.21 kcal/mol
TME Hubbard U = 25.0 eV: E0 = -3.2844, E1 = -3.1931, Delta = -0.0912 eV = -2.10 kcal/mol
TME leading weak-U estimate at U = 5.0 eV: Delta = -0.2546 eV
MX Heisenberg J = 1.0 eV: E0 = -2.9622, E1 = -3.3214, Delta = 0.3592 eV = 8.28 kcal/mol
MX Hubbard U = 5.0 eV: E0 = -15.6820, E1 = -16.0344, Delta = 0.3523 eV = 8.12 kcal/mol
MX Hubbard U = 25.0 eV: E0 = -4.8033, E1 = -5.1318, Delta = 0.3284 eV = 7.57 kcal/mol
MX leading weak-U estimate at U = 5.0 eV: Delta = 0.6250 eV
verified
```
